# Density-of-states and conductivity masses of an ellipsoidal valley

Suppose an anisotropic semiconductor is described by a single effective mass, taken from its orientation-averaged mobility, and that mass is then used to find the Fermi energy. For a valley with principal masses 0.4, 0.4 and 4 free-electron masses, the Fermi energy comes out 51% too high. The reverse substitution, a mass taken from the density of states and used for transport, makes the averaged mobility 34% too low. Filling a band and accelerating its electrons average the same three masses in different ways.

## The valley and the claim

Measure $\mathbf k$ and the energy $E$ from the valley minimum and write

$$E=\frac{\hbar^2}{2}\,\mathbf k^{T}M^{-1}\mathbf k=\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_1}+\frac{k_2^2}{m_2}+\frac{k_3^2}{m_3}\right).$$

The second form uses the principal axes of the symmetric mass tensor $M$, and all $m_i$ are positive. Each $\mathbf k$ holds two spin states, and densities are per unit volume. The electron charge is $-e$ and $\mathbf F$ is a weak electric field. The two masses are

$$m_d=(m_1m_2m_3)^{1/3},\qquad \frac{3}{m_c}=\frac1{m_1}+\frac1{m_2}+\frac1{m_3}.$$

The density of states $g(E)$ is that of an isotropic band of mass $m_d$. If the relaxation time is the same for all directions of motion, one third of the trace of the conductivity tensor is that of an isotropic band of mass $m_c$ with the same electron density and the same mean relaxation time, in the sense of the average $\langle\tau\rangle$ derived below.

## First derivation: rescaled k-space and the Boltzmann equation

**Counting states.** Set $k_i=\sqrt{m_i/m_d}\,w_i$. Then $k_i^2/m_i=w_i^2/m_d$, so $E=\hbar^2w^2/(2m_d)$ and the ellipsoid becomes a sphere. Volumes are unchanged, because

$$\frac{d^3k}{d^3w}=\sqrt{\frac{m_1m_2m_3}{m_d^3}}=1.$$

This condition selects the geometric mean. The number of states below $E$ is the volume of the sphere times $2/(2\pi)^3$:

$$N(E)=\frac{2}{8\pi^3}\,\frac{4\pi}{3}\left(\frac{2m_dE}{\hbar^2}\right)^{3/2}=\frac{(2m_dE)^{3/2}}{3\pi^2\hbar^3}.$$

Differentiation gives

$$g(E)=\frac{dN}{dE}=\frac{(2m_d)^{3/2}}{2\pi^2\hbar^3}\sqrt E .$$

With $\nu$ equivalent valleys, $g$ is multiplied by $\nu$. Since $g\propto m^{3/2}$, the total density-of-states mass is $\nu^{2/3}m_d$.

**Current.** The field changes $\mathbf k$ at the rate $-e\mathbf F/\hbar$. In the steady state this drift balances relaxation towards the equilibrium occupation $f_0(E)$:

$$-\frac{e}{\hbar}\mathbf F\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau(E)}.$$

To first order in $\mathbf F$, replace $f$ by $f_0$ on the left. Because $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E$,

$$f-f_0=e\tau\,(\mathbf F\cdot\mathbf v)\,\frac{\partial f_0}{\partial E}.$$

The current density is $-e$ times the sum of $\mathbf v(f-f_0)$ over states, so

$$\sigma_{ij}=e^2\int\frac{2\,d^3k}{(2\pi)^3}\,\tau(E)\,v_iv_j\left(-\frac{\partial f_0}{\partial E}\right).$$

In the rescaled variables

$$v_i=\frac{\hbar k_i}{m_i}=\frac{\hbar w_i}{\sqrt{m_im_d}}.$$

On a sphere the average of $w_iw_j$ is $w^2\delta_{ij}/3$. The average of $v_iv_j$ at fixed energy is therefore

$$\frac{\hbar^2w^2}{3m_im_d}\,\delta_{ij}=\frac{2E}{3m_i}\,\delta_{ij},$$

and

$$\sigma_{ii}=\frac{e^2}{m_i}\,\frac23\int_0^\infty gE\tau\left(-\frac{\partial f_0}{\partial E}\right)dE .$$

The electron density has a similar form. Integrate $n=\int gf_0\,dE$ by parts; the boundary terms vanish because $N(0)=0$ and $f_0\to0$ at high energy. Since $N=\tfrac23Eg$,

$$n=\int_0^\infty N\left(-\frac{\partial f_0}{\partial E}\right)dE=\frac23\int_0^\infty gE\left(-\frac{\partial f_0}{\partial E}\right)dE .$$

Dividing the two integrals leaves

$$\sigma_{ii}=\frac{ne^2\langle\tau\rangle}{m_i},\qquad
\langle\tau\rangle=\frac{\int\tau E^{3/2}(-\partial f_0/\partial E)\,dE}{\int E^{3/2}(-\partial f_0/\partial E)\,dE}.$$

In a degenerate gas $\langle\tau\rangle$ tends to $\tau(E_F)$, because $-\partial f_0/\partial E$ is then a narrow peak at the Fermi energy.

**Average over valleys.** Take three equally filled valleys whose principal masses along $x,y,z$ are the cyclic permutations of $m_1,m_2,m_3$. Each holds $n/3$ electrons, so

$$\sigma_{xx}=\frac n3e^2\langle\tau\rangle\left(\frac1{m_1}+\frac1{m_2}+\frac1{m_3}\right)=\frac{ne^2\langle\tau\rangle}{m_c},$$

and $\sigma_{yy}$ and $\sigma_{zz}$ are equal to it. At fixed total density the number of valleys does not enter $m_c$, although it does enter the density-of-states mass.

**Numerical test.** A valley with masses 0.3, 0.7 and 2.5 $m_0$, where $m_0$ is the free-electron mass, was rotated away from the coordinate axes. Directly counted states agreed with the formula in the ratio 1.00008. Three permuted valleys gave a total mass of 1.678 $m_0$, which is $3^{2/3}$ times $0.525^{1/3}m_0$. A sum over k-space for the conductivity, with $\tau\propto E^{-1/2}$ and a chemical potential of $2k_BT$, gave a trace mass of 0.58118 $m_0$, equal to the harmonic mean to the digits shown.

## Second derivation: Gaussian integrals and acceleration

**Density of states from a partition function.** For $\beta>0$ define

$$Z(\beta)=\int_0^\infty g(E)e^{-\beta E}dE=\frac{2}{(2\pi)^3}\int d^3k\,e^{-\beta E(\mathbf k)}.$$

The exponential factorizes into three Gaussians, and each axis contributes $\sqrt{2\pi m_i/(\beta\hbar^2)}$. Hence

$$Z(\beta)=\frac{2}{(2\pi)^3}\prod_{i=1}^3\sqrt{\frac{2\pi m_i}{\beta\hbar^2}}=2\left(\frac{m_d}{2\pi\hbar^2\beta}\right)^{3/2}.$$

The geometric mean now appears because independent directions multiply. To recover $g$, use $\int_0^\infty\sqrt E\,e^{-\beta E}dE=\sqrt\pi/(2\beta^{3/2})$. A function $g=C\sqrt E$ has the required transform if

$$C=\frac{4}{\sqrt\pi}\left(\frac{m_d}{2\pi\hbar^2}\right)^{3/2}=\frac{\sqrt2\,m_d^{3/2}}{\pi^2\hbar^3}=\frac{(2m_d)^{3/2}}{2\pi^2\hbar^3}.$$

A Laplace transform determines a continuous function uniquely, so this is the earlier $g(E)$. For a dilute gas $f_0=e^{(\mu-E)/k_BT}$, and $n=Z(1/k_BT)\,e^{\mu/k_BT}$. The effective density of states of a non-degenerate semiconductor therefore contains $m_d$ as well.

**Conductivity from acceleration.** Between collisions

$$\frac{dv_i}{dt}=\frac1\hbar\sum_j\frac{\partial^2E}{\partial k_i\partial k_j}\frac{dk_j}{dt}=-e\sum_j(M^{-1})_{ij}F_j .$$

Every electron in the valley has the same acceleration. Multiplying by $-e$ and by the density gives the rate at which the field builds up current, $ne^2M^{-1}\mathbf F$. If collisions destroy current at the single rate $1/\tau$, the steady state satisfies

$$0=ne^2M^{-1}\mathbf F-\frac{\mathbf J}{\tau}\quad\Rightarrow\quad\sigma=ne^2\tau M^{-1}.$$

Now let $\mathbf F$ point along a unit vector $\mathbf u$. The conductivity along the field is $ne^2\tau\,\mathbf u^TM^{-1}\mathbf u$. Over uniformly distributed directions the mean of $u_iu_j$ is $\delta_{ij}/3$, so the average is

$$ne^2\tau\,\frac{\operatorname{tr}M^{-1}}{3}=\frac{ne^2\tau}{m_c}.$$

The harmonic mean appears because accelerations, which are proportional to inverse masses, add.

## What each derivation assumes

Both routes to $g(E)$ need a parabolic valley and nothing about scattering. The transport arguments differ. The Boltzmann route allows $\tau$ to vary with energy and shows which thermal average enters. The acceleration route assumes one decay rate for the whole current, but it extends readily to other band shapes: for constant $\tau$ and weak field, $M^{-1}$ is replaced by the average of $\hbar^{-2}\partial^2E/\partial k_i\partial k_j$ over occupied states.

Neither route permits $\tau$ to depend on direction. A direction-independent $\tau$ is justified for elastic scattering whose transition rate is constant over the energy surface. The field-induced change of occupation is odd in $\mathbf k$, so scattering into a state sums to zero and the loss rate alone remains, which depends on $E$. If the current along each principal axis decays at its own rate, the same balance gives $\sigma_{ii}=ne^2\tau_i/m_i$, and the average contains $\sum_i\tau_i/m_i$.

## How far apart the masses can be

The arithmetic mean of the numbers $1/m_i$ is at least their geometric mean. This says $1/m_c\ge1/m_d$, or $m_c\le m_d$, with equality when all masses are equal. For weak anisotropy put $m_i=m\,e^{\delta_i}$ with $\sum_i\delta_i=0$. Then $m_d=m$, and expansion of the exponentials gives

$$\frac{m_d}{m_c}=\frac13\sum_ie^{-\delta_i}\approx1+\frac16\sum_i\delta_i^2 .$$

The linear term cancels, so slightly unequal masses hardly separate the two means. In the opposite limit, let $m_1=m_2=m$ and $m_3\to\infty$. Then $m_d$ grows as $m_3^{1/3}$, while $m_c$ approaches $3m/2$: the two light directions keep conducting, but the number of states continues to rise.

## Polycrystals: an average that is a bound

In a polycrystal the field varies from grain to grain, so averaging the conductivity tensors is not the same as solving for the current. Let $\mathbf F$ be the true field with mean $\bar{\mathbf F}$, and let $\mathbf F+\mathbf h$ be a trial field, where $\mathbf h$ is a gradient with zero mean. In a large periodic sample,

$$\langle(\mathbf F+\mathbf h)\cdot\sigma(\mathbf F+\mathbf h)\rangle=\langle\mathbf F\cdot\sigma\mathbf F\rangle+2\langle\mathbf h\cdot\mathbf J\rangle+\langle\mathbf h\cdot\sigma\mathbf h\rangle .$$

The middle term vanishes on integration by parts because $\nabla\cdot\mathbf J=0$. The last term is not negative. The true field thus minimizes the dissipation, which equals $\sigma_{\rm eff}\bar F^2$. Choosing the uniform field $\bar{\mathbf F}$ as the trial gives, for random orientations,

$$\sigma_{\rm eff}\le\frac{\operatorname{tr}\sigma}{3}=\frac{ne^2\langle\tau\rangle}{m_c}.$$

The Bruggeman approximation supplies an estimate. Treat each grain as a sphere in a medium of conductivity $s$. Along principal axis $i$ the field inside is $3s/(\sigma_i+2s)$ times the applied field. Requiring the orientation-averaged inner field to equal the applied one gives

$$\frac13\sum_i\frac{3s}{\sigma_i+2s}=1\quad\Rightarrow\quad\sum_i\frac{\sigma_i-s}{\sigma_i+2s}=0 .$$

## Anatase TiO$_2$

The conduction valley of anatase is light in the plane and heavy along $c$. Take rough typical masses of 0.4, 0.4 and 4 $m_0$, a density $n=2\times10^{20}$ cm$^{-3}$, and $\tau=14$ fs at 50 K. Then

$$m_d=(0.4\times0.4\times4)^{1/3}m_0=0.862\,m_0,$$

$$m_c=\frac{3}{2.5+2.5+0.25}\,m_0=0.571\,m_0 .$$

Setting $N(E_F)=n$ gives $E_F=\hbar^2(3\pi^2n)^{2/3}/(2m_d)=0.145$ eV. Using $m_c$ instead would multiply this by $0.862/0.571=1.51$ and give 0.218 eV.

The mobility $e\tau/m_i$ is 61.6 cm$^2$/Vs in the plane and 6.16 cm$^2$/Vs along $c$. Their average is

$$\frac{2(61.6)+6.16}{3}=43.1\ \text{cm}^2/\text{Vs},$$

whereas $m_d$ would give 28.6 cm$^2$/Vs. The averaged conductivity is about 1380 S/cm, or 0.70 of the in-plane value of about 1970 S/cm.

For randomly oriented grains, 0.70 is the upper bound. The Bruggeman estimate is 0.585, which is 16% lower. A network of 216 cubic grains, with equal numbers of heavy axes along $x$, $y$ and $z$, gave 0.544 and 0.602 in two discretizations; the estimate lies between them. At fixed $n$ and a fixed, direction-independent $\tau$, and without grain-boundary resistance, a $c$-axis-oriented film would therefore conduct in its plane about $1/0.585=1.7$ times as well as a random polycrystal. Its in-plane mobility contains 0.4 $m_0$, not $m_c$.

**Comparison with real films.** Epitaxial niobium-doped anatase films have room-temperature mobilities of roughly 20 cm$^2$/Vs. The choice $\tau=5$ fs at 300 K gives $61.6\times5/14=22$ cm$^2$/Vs in the plane and so lies in that regime. The chosen density is below the roughly $10^{21}$ cm$^{-3}$ of heavily doped transparent conductors. Scattering by charged dopants does not give a direction-independent $\tau$. For screened impurities with an isotropic dielectric constant of 40, the collision equation gives $\tau_c/\tau_a=4.55$, where $a$ denotes the plane. If this scattering alone limited the current, the conductivity anisotropy would fall from 10 to $10/4.55=2.2$, and the trace average would rise by 17% at fixed $\tau_a$. The Bruggeman estimate of the oriented film's advantage over a random polycrystal would then shrink from 1.7 to about 1.3. The longer $\tau_c$ arises because the Fermi ellipsoid is $\sqrt{10}$ times longer along $c$, so reversing motion in that direction needs a larger momentum transfer, which a screened charge supplies weakly; for a spherical Fermi surface, or for very strong screening, the ratio tends to 1. These numbers describe the impurity-limited extreme, not the example above. In the Born approximation, one singly charged dopant per electron gives $\tau_a$ of about 90 fs, much longer than 14 fs. If scattering at a direction-independent rate makes up the difference, $\tau_c/\tau_a$ is only about 1.1 and the advantage stays near 1.7. The impurity-limited ratio also depends on the dielectric tensor: with static constants of about 45 in the plane and 23 along $c$, it falls from 4.55 to about 2.8.

**Other limits of the model.** The ratio $(\hbar/\tau)/E_F$ is 0.32 at 50 K and 0.91 at 300 K. Well-defined band states are a fair starting point in the first case and a doubtful one in the second, so the room-temperature numbers are indicative. Thermal smearing is milder: at 300 K the chemical potential is 0.141 eV, 3% below $E_F$.

Band curvature can be sized with the separable model

$$E=\sum_i\frac{\hbar^2}{m_id_i^2}(1-\cos k_id_i),$$

using spacings $d_i$ of 0.38 nm in the plane and 0.2375 nm along $c$. Its inverse mass is $\cos(k_id_i)/m_i$. Averaged over occupied states, this lowers $\sigma_{ii}$ by 2% in the plane, by 9% along $c$, and the trace average by 2%. The heavy direction suffers more because, to leading order, the reduction is $\tfrac12d_i^2\langle k_i^2\rangle\propto m_id_i^2$.

Lattice polarization also adds mass. With a phonon energy of 0.1 eV and dielectric constants 6 and 40, the isotropic Fröhlich coupling, evaluated with the mass $m_d$, is $\alpha=1.53$, and the weak-coupling factor $1+\alpha/6$ is 1.26. This estimate neglects electronic screening and applies to slow electrons, whereas here $E_F$ exceeds the phonon energy; it indicates a scale, not a correction to apply.

The in-plane mean free path at 50 K is 5 nm, so grains must be much larger than this for bulk conductivities to describe them. An electron gains $0.1E_F$ over that path in a field of 0.029 MV/cm, and the linear response used here calls for fields well below this value. That condition is necessary but not sufficient: at one tenth of this field the Joule power $\sigma F^2$ is still about $2\times10^{10}$ W/cm$^3$, so heating limits a steady measurement at much lower fields. Grain-boundary resistance and higher d bands are left out and have not been sized. The numerical output lists the remaining values.

## Calculated quantities

```
Tests on a triaxial valley
test mass 1: 0.3 m0
test mass 2: 0.7 m0
test mass 3: 2.5 m0
counted / predicted states: 1.00008
three-valley DOS mass, counted: 1.678 m0
largest relative tensor error: 4.5e-06
mass from conductivity trace: 0.58118 m0
harmonic mean of test masses: 0.58118 m0
Anatase example, rough inputs
in-plane mass: 0.4 m0
c-axis mass: 4 m0
electron density: 2e+20 cm^-3
tau at 50 K: 14 fs
tau at 300 K: 5 fs
lattice spacing a: 0.38 nm
Ti layer spacing c/4: 0.2375 nm
static dielectric constant: 40
high-frequency dielectric constant: 6
phonon energy: 0.1 eV
Results
DOS mass: 0.8618 m0
conductivity mass: 0.5714 m0
mass ratio DOS/conductivity: 1.508
Fermi energy: 0.1447 eV
Fermi energy if m_c were misused: 0.2182 eV
DOS at Fermi energy: 2.073e+21 eV^-1 cm^-3
in-plane mobility, 50 K: 61.56 cm2/Vs
c-axis mobility, 50 K: 6.156 cm2/Vs
trace-average mobility, 50 K: 43.09 cm2/Vs
mobility if m_d were misused: 28.57 cm2/Vs
in-plane conductivity, 50 K: 1973 S/cm
c-axis conductivity, 50 K: 197.3 S/cm
trace-average conductivity, 50 K: 1381 S/cm
trace-average mobility, 300 K: 15.39 cm2/Vs
Neglected effects
chemical potential, 50 K: 0.1446 eV
chemical potential, 300 K: 0.1407 eV
(hbar/tau)/E_F, 50 K: 0.325
(hbar/tau)/E_F, 300 K: 0.91
cosine-band Fermi energy: 0.142 eV
cosine-band factor, in-plane sigma: 0.979
cosine-band factor, c-axis sigma: 0.914
cosine-band factor, mean sigma: 0.976
screening wavenumber: 0.968 nm^-1
charged impurities: tau_c/tau_a: 4.55
mean sigma factor at fixed tau_a: 1.17
polycrystal upper bound / sigma_a: 0.7
Bruggeman estimate / sigma_a: 0.585
grain network, low scheme / sigma_a: 0.544
grain network, high scheme / sigma_a: 0.602
polaron coupling alpha: 1.53
weak-coupling polaron mass factor: 1.26
in-plane mean free path, 50 K: 4.99 nm
field giving 0.1 E_F per free path: 0.029 MV/cm
```
